# A single-pole inverse dielectric function fixed by two sum rules

## Problem

A system of $N$ electrons in volume $V$, with mean density $n=N/V$, has a stable, nondegenerate ground state. The electrons interact with each other and move in a local potential. Hartree atomic units are used, with $v=4\pi/q^2$ and $\omega_p^2=4\pi n$. The loss function is

$$L(q,\omega)=-\operatorname{Im}\epsilon^{-1}(q,\omega),\qquad M_j=\int_0^\infty \omega^jL(q,\omega)\,d\omega .$$

(a) Find $M_1$, and relate $M_{-1}$ to the static value $\epsilon(q,0)$.

(b) Model the loss function for $\omega>0$ by one line, $L=A_q\,\delta(\omega-\omega_q)$. Determine $\omega_q$, $A_q$ and the model $\epsilon^{-1}(q,\omega)$.

(c) What does $\omega_q$ mean when the true loss function is not one line? In which direction does the model err at imaginary frequencies?

(d) For the uniform electron gas in the random-phase approximation (RPA), find $\omega_q$ at small and large $q$. Compare the small-$q$ result with the true RPA plasmon.

(e) Evaluate the model for $r_s=4$ at $q=0.5\,k_F$.

## Solution

### (a) The two sum rules

Let $\rho_q=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$, and let $\omega_n$ be the excitation energies. Apply the perturbation $\phi e^{-izt}\rho_q^\dagger$ plus its Hermitian conjugate, with $z=\omega+i0$ so that it is switched on slowly. To first order, the amplitude of state $n$ has two parts:

$$c_n=\frac{\phi\langle n|\rho_q^\dagger|0\rangle e^{-izt}}{z-\omega_n}-\frac{\phi^*\langle n|\rho_q|0\rangle e^{iz^*t}}{z^*+\omega_n}.$$

The part of $\langle\rho_q\rangle/V$ that varies as $e^{-izt}$ comes from $\langle0|\rho_q|n\rangle c_n$ with the first term and from $c_n^*\langle n|\rho_q|0\rangle$ with the second. Dividing by $\phi e^{-izt}$ gives the response $\chi$. Assume equal spectra at $\mathbf q$ and $-\mathbf q$, as inversion or time-reversal symmetry ensures, and write $|\rho_{n0}|^2$ for the common squared matrix element. Then

$$\chi=\frac1V\sum_n|\rho_{n0}|^2\left[\frac1{z-\omega_n}-\frac1{z+\omega_n}\right]
=\frac1V\sum_n|\rho_{n0}|^2\frac{2\omega_n}{z^2-\omega_n^2}.$$

The induced density adds the potential $v\chi\phi$ to the applied one, so $\epsilon^{-1}=1+v\chi$. In a crystal this is a diagonal element of the inverse dielectric matrix, and $1/\epsilon$ below has that meaning. Since $\operatorname{Im}(x+i0)^{-1}=-\pi\delta(x)$,

$$L=\frac{\pi v}{V}\sum_n|\rho_{n0}|^2\,[\delta(\omega-\omega_n)-\delta(\omega+\omega_n)].$$

Thus $L$ is odd in $\omega$ and non-negative for $\omega>0$.

**First moment.** The interaction and the local potential commute with $\rho_q$; the kinetic energy does not. Using $\mathbf p\,e^{-i\mathbf q\cdot\mathbf r}=e^{-i\mathbf q\cdot\mathbf r}(\mathbf p-\mathbf q)$ for each electron,

$$\left[e^{-i\mathbf q\cdot\mathbf r},\tfrac12p^2\right]=\tfrac12e^{-i\mathbf q\cdot\mathbf r}\left[p^2-(\mathbf p-\mathbf q)^2\right]=e^{-i\mathbf q\cdot\mathbf r}\left(\mathbf q\cdot\mathbf p-\tfrac12q^2\right).$$

The commutator of this with $e^{i\mathbf q\cdot\mathbf r}$ is $e^{-i\mathbf q\cdot\mathbf r}[\mathbf q\cdot\mathbf p,e^{i\mathbf q\cdot\mathbf r}]=q^2$. Hence $[[\rho_q,H],\rho_q^\dagger]=Nq^2$. Inserting eigenstates into its ground-state average gives

$$\sum_n\omega_n\left(|\langle n|\rho_q^\dagger|0\rangle|^2+|\langle n|\rho_q|0\rangle|^2\right)=Nq^2
\quad\Rightarrow\quad \sum_n\omega_n|\rho_{n0}|^2=\frac{Nq^2}{2}.$$

Therefore

$$M_1=\frac{\pi}{V}\,\frac{4\pi}{q^2}\,\frac{Nq^2}{2}=2\pi^2n=\frac{\pi}{2}\omega_p^2 .$$

A nonlocal potential, such as that of many pseudopotentials, does not commute with $\rho_q$ and can change this result.

**Inverse moment.** At $\omega=0$ the spectral form gives $\chi=-(2/V)\sum_n|\rho_{n0}|^2/\omega_n$, so

$$1-\frac1{\epsilon(q,0)}=\frac{2v}{V}\sum_n\frac{|\rho_{n0}|^2}{\omega_n}=\frac2\pi M_{-1}>0 .$$

### (b) The pole and its strength

For one line, $M_1=A_q\omega_q$ and $M_{-1}=A_q/\omega_q$. The two conditions are

$$A_q\omega_q=\frac\pi2\omega_p^2,\qquad \frac{A_q}{\omega_q}=\frac\pi2\left[1-\frac1{\epsilon(q,0)}\right].$$

Dividing the first by the second removes $A_q$; the first then gives $A_q$:

$$\boxed{\omega_q^2=\frac{\omega_p^2}{1-1/\epsilon(q,0)}},\qquad A_q=\frac{\pi\omega_p^2}{2\omega_q}.$$

Comparing the line with the spectral form of $L$, its strength $A_q/\pi$ replaces $v|\rho_{n0}|^2/V$. Since $2\omega_qA_q/\pi=\omega_p^2$,

$$\epsilon^{-1}(q,\omega)=1+\frac{\omega_p^2}{(\omega+i0)^2-\omega_q^2}.$$

The condition for a real $\omega_q$ is $1/\epsilon(q,0)<1$, which part (a) guarantees. It does not require a positive $\epsilon$. For $\epsilon(q,0)=12$ the formula gives $\omega_q=1.044\,\omega_p$, while for $\epsilon(q,0)=-5$ it gives $\omega_q=0.913\,\omega_p$.

### (c) Meaning and direction of the error

For any loss function obeying the two sum rules,

$$\omega_q^2=\frac{M_1}{M_{-1}}=\frac{\int_0^\infty\omega^2\,(L/\omega)\,d\omega}{\int_0^\infty(L/\omega)\,d\omega}.$$

So $\omega_q^2$ is the mean of $\omega^2$ with weight $L/\omega$. It equals the squared energy of a plasmon peak if that peak holds all the weight, but in general the two differ.

At $z=iu$, with $u$ real, the spectral form gives

$$1-\frac1{\epsilon(q,iu)}=\frac2\pi\int_0^\infty\frac L\omega\,\frac{\omega^2}{\omega^2+u^2}\,d\omega .$$

The function $x/(x+u^2)$ is concave in $x=\omega^2$, so its mean cannot exceed its value at the mean $x=\omega_q^2$. Multiplying by $(2/\pi)M_{-1}=\omega_p^2/\omega_q^2$,

$$1-\frac1{\epsilon(q,iu)}\le\frac{\omega_p^2}{\omega_q^2}\,\frac{\omega_q^2}{\omega_q^2+u^2}=\frac{\omega_p^2}{u^2+\omega_q^2}.$$

The right side is the model's value. The model therefore never underestimates $1-1/\epsilon$ on this axis. It is correct at $u=0$ and has the correct leading tail $\omega_p^2/u^2$. Also, the Cauchy–Schwarz inequality gives $M_0^2\le M_1M_{-1}=A_q^2$, so the model's integrated loss weight $A_q$ is an upper bound on the true $M_0$.

### (d) The electron gas in RPA

In RPA the electrons respond to the total potential as if they were free, so $\epsilon=1-v\chi_0$. A free electron excited from $\mathbf k$ to $\mathbf k+\mathbf q$ gains $\Delta=\mathbf k\cdot\mathbf q+q^2/2$. Counting two spins,

$$\chi_0(q,z)=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\left[\frac1{z-\Delta}-\frac1{z+\Delta}\right].$$

Transitions into occupied states may be included because each cancels against its reverse.

**Static screening.** Let $k$ now be the component of $\mathbf k$ along $\mathbf q$. A slice of the Fermi sphere has area $\pi(k_F^2-k^2)$. With $k=k_Ft$, $y=q/2k_F$ and a principal value where needed,

$$\chi_0(q,0)=-\frac{k_F^2}{2\pi^2q}\int_{-1}^1\frac{1-t^2}{t+y}\,dt .$$

Since $(1-t^2)/(t+y)=(1-y^2)/(t+y)+y-t$, the integral is $(1-y^2)\ln|(1+y)/(1-y)|+2y$. Using $q=2k_Fy$,

$$\chi_0(q,0)=-\frac{k_F}{\pi^2}g,\qquad g=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right|.$$

Define $k_{TF}^2=4k_F/\pi$. Then $\epsilon(q,0)=1+k_{TF}^2g/q^2$, and

$$1-\frac1{\epsilon(q,0)}=\frac{k_{TF}^2g}{q^2+k_{TF}^2g}.$$

From $n=k_F^3/3\pi^2$ one has $\omega_p^2/k_{TF}^2=\pi^2n/k_F=k_F^2/3$, hence

$$\omega_q^2=\omega_p^2\left(1+\frac{q^2}{k_{TF}^2g}\right)=\omega_p^2+\frac{k_F^2q^2}{3g}.$$

For small $y$, expanding the logarithm gives $g=1-y^2/3+\dots$, so $1/g=1+q^2/(12k_F^2)+\dots$. With $v_F=k_F$,

$$\omega_q^2=\omega_p^2+\tfrac13v_F^2q^2+\tfrac1{36}q^4+\dots$$

For large $y$, $g\to1/(3y^2)$ and $\omega_q\to k_Fqy=q^2/2$, the energy of a free electron struck from rest. The interpolation $\omega_p^2+v_F^2q^2/3+q^4/4$ has the correct leading behaviour at both ends, but not the small-$q$ quartic coefficient.

**The true plasmon.** At frequencies above all $|\Delta|$, expand $2\Delta/(\omega^2-\Delta^2)=2\Delta/\omega^2+2\Delta^3/\omega^4+\dots$. Over the Fermi sphere $\langle\Delta\rangle=q^2/2$. Since $\langle(\mathbf k\cdot\mathbf q)^2\rangle=k_F^2q^2/5$,

$$\langle\Delta^3\rangle=\tfrac32q^2\,\tfrac15k_F^2q^2+\tfrac18q^6=\tfrac3{10}k_F^2q^4+\tfrac18q^6 .$$

Therefore

$$\epsilon=1-\frac{\omega_p^2}{\omega^2}\left[1+\frac{3v_F^2q^2}{5\omega^2}+O(q^4)\right],$$

whose zero is $\Omega^2=\omega_p^2+\tfrac35v_F^2q^2+O(q^4)$. The model has $1/3$ where the plasmon has $3/5$.

**Where the difference comes from.** Electron–hole pairs lie at $\omega=xqv_F$ with $0<x<1$ as $q\to0$. Replace $k$ by $-k$ in the second term of $\chi_0$. For fixed $x$ and small $q$, the bracket becomes $q^2/(z-qk)^2$. Integration by parts, with vanishing boundary terms, gives

$$\chi_0\to\frac{k_F}{4\pi^2}\int_{-1}^1\frac{1-t^2}{(x-t)^2}dt=\frac{k_F}{4\pi^2}\int_{-1}^1\frac{2t}{x-t}dt=-\frac{k_F}{\pi^2}f(x),$$

$$f(x)=\int_0^1\frac{t^2}{t^2-x^2}\,dt .$$

Thus $\epsilon\approx k_{TF}^2f/q^2$, and the pair part of $L$ is $-(q^2/k_{TF}^2)\operatorname{Im}(1/f)$.

For $x$ in the upper half-plane, $f$ has no zero: $\operatorname{Im}f$ has the sign of $\operatorname{Im}x^2$, and $f>0$ where $x^2<0$. So $1/f$ is analytic there. At large $x$, $f=-1/(3x^2)-1/(5x^4)-\dots$, hence $1/f=-3x^2+9/5+O(x^{-2})$. Subtract the growing and constant terms, and apply the Kramers–Kronig relation at $x=0$, where $f=1$:

$$1-\frac95=\frac2\pi\int_0^1\frac{\operatorname{Im}(1/f)}x\,dx .$$

The pairs therefore contribute $\tfrac45q^2/k_{TF}^2$ to $(2/\pi)M_{-1}$. Their part of $M_1$ has two further factors of $\omega\sim q$, so it is of order $q^4$. The plasmon thus has the full $M_1$ up to order $q^4$. Using $v_F^2/\omega_p^2=3/k_{TF}^2$, it contributes $\omega_p^2/\Omega^2=1-\tfrac95q^2/k_{TF}^2$ to $(2/\pi)M_{-1}$. The total is $1-q^2/k_{TF}^2$, as static screening requires. The low-energy pairs, almost invisible in the f-sum, pull $\omega_q$ below $\Omega$ at order $q^2$.

### (e) Numerical values at $r_s=4$

Here $k_F=0.4798$ bohr$^{-1}$ and $\omega_p=0.2165$ hartree. At $q=0.5\,k_F$, $\epsilon(q,0)=11.39$, so

$$\omega_q=\frac{0.2165}{\sqrt{1-1/11.39}}=\frac{0.2165}{\sqrt{0.9122}}=0.2267\text{ hartree}=6.17\text{ eV},$$

$$A_q=\frac{\pi(0.2165)^2}{2(0.2267)}=0.325\text{ hartree}.$$

The RPA plasmon is at $\Omega=0.2369$ hartree, so $\omega_q$ is 4.3% below it, relative to $\Omega$. The plasmon carries 99.0% of $M_1$ but 90.7% of $M_{-1}$. The integrated weight is $M_0=0.316$ hartree, which $A_q$ exceeds by 2.7% of $M_0$.

Other wavevectors show the change of regime. Energies are in hartree; the last column is the largest absolute error of the model $1/\epsilon$ on the sampled imaginary axis.

| $q/k_F$ | $\omega_q$ | $\Omega$ | error |
|---|---|---|---|
| 0.25 | 0.2191 | 0.2212 | 0.013 |
| 0.50 | 0.2267 | 0.2369 | 0.038 |
| 0.75 | 0.2394 | 0.2700 | 0.062 |
| 1.50 | 0.3124 | none | 0.089 |
| 3.00 | 1.0060 | none | 0.003 |

The undamped plasmon ends at $q_c=0.4536$ bohr$^{-1}$, or $q_c/k_F=0.4536/0.4798=0.945$. The check's output labels the number 0.4536 as $q_c/k_F$, but it is $q_c$ itself in bohr$^{-1}$. Beyond the cutoff all the weight lies inside the pair continuum, and $\omega_q^2$ is its mean of $\omega^2$ with weight $L/\omega$, not the squared energy of a collective mode. Just above $q_c$ the loss function still has a narrow, damped plasmon peak, well above $\omega_q$, which broadens as $q$ grows; "none" in the table refers to the undamped mode.

The numerical check integrates the RPA loss function and compares its moments with these formulas. It also tests both sum rules for two interacting particles on a ring.

## Table of computed values

```
Ring: f-sum computed, N q^2/2 (a.u.): 4.00000000 4.00000000
Ring: static response, spectral sum (a.u.): -2.401671
Ring: static response, induced density (a.u.): -2.401671
Electron gas r_s (bohr): 4.0
density n (bohr^-3): 0.003730
kF, kTF (bohr^-1): 0.47979 0.78159
w_p (hartree): 0.21651
w_p (eV): 5.891
plasmon cutoff q_c/kF: 0.4536
Energies in hartree; interp = w_p^2+vF^2q^2/3+q^4/4, rooted
q/kF eps(q,0) 1-1/eps w_q Omega interp
0.25 43.23809 0.97687 0.21905 0.22121 0.21916
0.50 11.39100 0.91221 0.22669 0.23687 0.22830
0.75 5.49000 0.81785 0.23941 0.26997 0.24699
1.50 1.92442 0.48036 0.31238 none 0.39203
3.00 1.04856 0.04631 1.00603 none 1.13089
Plasmon shares of M_1 and M_-1; M_0 and A_q in hartree;
err = largest error of model 1/eps on imaginary axis
q/kF share_M1 share_M-1 M_0 A_q err
0.25 0.99960 0.98023 0.33353 0.33613 0.01326
0.50 0.98994 0.90662 0.31622 0.32482 0.03809
0.75 0.90214 0.70943 0.29161 0.30756 0.06165
1.50 0.00000 0.00000 0.20164 0.23571 0.08937
3.00 0.00000 0.00000 0.06950 0.07319 0.00285
w_q at q = 0.5 kF (eV): 6.168
Small q, at q/kF = 0.03:
(w_q^2-w_p^2)/(vF q)^2: 0.33336
(Omega^2-w_p^2)/(vF q)^2: 0.60029
pair part of (2/pi)M_-1, over q^2/kTF^2: 0.80026
growth of pair part of M_1 on doubling q: 16.117
36 x quartic coefficient, at q/kF = 0.2: 1.00537
w_q/(q^2/2) at q/kF = 20: 0.99901
static eps = 12 gives w_q/w_p: 1.04447
static eps = -5 gives w_q/w_p: 0.91287
```
